Emission rate from three transient samples, and the best sample spacing

**Definitions and conventions**

A trap that has been filled by a voltage pulse empties at an emission rate e (unit s⁻¹). The measured quantity, here a capacitance, then relaxes as

y(t) = B + A exp(−e t), e > 0.

The baseline B, the amplitude A and the rate e are all unknown, and A may have either sign. The letter e denotes the rate throughout; exponentials are written exp. Three samples y₀, y₁, y₂ are taken at t₁, t₁+τ and t₁+2τ. Further symbols are

D₁ = y₀ − y₁, D₂ = y₁ − y₂,
u = eτ, x = exp(−u), A′ = |A| exp(−e t₁).

A′ is the size of the transient still present at the first sample. The noise adds independent errors δ₀, δ₁, δ₂ to the samples, each with mean zero and variance σ².

**Three numbers by hand**

Let the samples be 9, 5 and 3, taken 1 ms apart from t₁ = 0. The differences are D₁ = 4 and D₂ = 2. Any baseline has cancelled in them. Their ratio is 2, and in this ratio the amplitude cancels too. The transient halves in every interval, so

e = ln 2 / (1 ms) = 0.693 ms⁻¹.

The curve is y = 1 + 8·2^(−t/ms), although neither the 1 nor the 8 was needed.

Now let the samples be slightly wrong. Since ln(D₁/D₂) = ln D₁ − ln D₂, a small error changes it by

(δ₀ − δ₁)/4 − (δ₁ − δ₂)/2 = δ₀/4 − 3δ₁/4 + δ₂/2.

The middle sample has the largest weight because it enters both differences. Squaring the coefficients gives the variance σ²(1+9+4)/16, hence an rms error of 0.935σ. With σ = 0.08, which is 1% of the amplitude 8, the relative rate error is 0.935·0.08/0.693 = 10.8%.

On the same curve, a spacing of 2 ms gives the samples 9, 3, 1.5. Now D₁ = 6 and D₂ = 1.5, and the coefficients are 1/6, −5/6, 2/3. The rms error of the logarithm is √(42/36)σ = 1.080σ. It has grown, but it is divided by a logarithm twice as large: 1.080·0.08/1.386 = 6.2%.

A spacing of 3 ms gives 9, 2, 1.125, the coefficients 1/7, −9/7, 8/7, and the error √(146/49)·0.08/2.079 = 6.6%. A short spacing gives a small logarithm; a long one leaves a second difference that drowns in noise. The best spacing lies between.

**The rate formula in general**

Inserting the model into the differences gives

D₁ = A exp(−e t₁)(1 − x),
D₂ = A exp(−e t₁)(x − x²) = x D₁.

Therefore D₁/D₂ = 1/x = exp(eτ), and

e = (1/τ) ln[(y₀ − y₁)/(y₁ − y₂)].

This is exact for a noise-free single exponential. A decay requires D₁/D₂ > 1. If noise produces a smaller ratio, the triple gives no usable rate. It should be averaged with others before the logarithm is taken, because discarding such triples distorts the mean of those that remain.

A real sample is an average over a gate of some width w. For a gate starting at time t,

(1/w)∫₀ʷ exp[−e(t+s)] ds = g exp(−e t), g = [1 − exp(−ew)]/(ew).

Equal gates multiply all three exponential terms by the same g, which cancels in the ratio. The rate formula is unchanged, while A′ must be replaced by gA′ in the error formulas.

**Propagation of the noise**

To first order in the errors,

τ δe = (δ₀ − δ₁)/D₁ − (δ₁ − δ₂)/D₂
  = δ₀/D₁ − δ₁(1/D₁ + 1/D₂) + δ₂/D₂.

The three errors are independent, so the squares of the coefficients add:

τ²σ_e² = σ²[1/D₁² + (1/D₁ + 1/D₂)² + 1/D₂²]
  = 2σ²[1/D₁² + 1/(D₁D₂) + 1/D₂²].

The mixed term comes from the shared sample y₁, and treating D₁ and D₂ as independent would lose it. With D₂ = xD₁ the bracket becomes (1 + 1/x + 1/x²)/D₁² = (1 + x + x²)/(x²D₁²), and D₁² = A′²(1−x)². Taking the root and dividing by eτ = u gives

σ_e/e = (σ/A′) F(u),
F(u) = √[2(1 + x + x²)] / [u x (1 − x)].

The hand example has u = ln 2 and x = 1/2, so F = √3.5/(0.693·0.25) = 10.8, in agreement with the direct count.

No other unbiased treatment of the same three samples does better at this order if the noise is Gaussian. Let J be the 3×3 matrix of derivatives of the samples with respect to B, A and e. The Cramér–Rao bound on the covariance is σ²(JᵀJ)⁻¹. Because J is square and invertible, this equals σ²J⁻¹(J⁻¹)ᵀ, which is the covariance obtained by solving the three equations for the three unknowns, as done here.

**The best spacing**

For u → 0, 1 − x → u and 1 + x + x² → 3, so F → √6/u². One power of u comes from the small logarithm and one from the small differences. For large u, x is small and F → √2 exp(u)/u, because D₂ vanishes exponentially. F diverges at both ends.

To find the minimum, set Q = exp(u) = 1/x. Since (1+x+x²)/x² = Q² + Q + 1,

ln F = ½ ln 2 + ½ ln(Q² + Q + 1) − ln u − ln(1 − 1/Q).

With dQ/du = Q, the derivative vanishes when

L(u) = 1/u + 1/(Q − 1), L(u) = (2Q² + Q)/[2(Q² + Q + 1)].

The derivative of L with respect to Q is (Q² + 4Q + 1)/[2(Q² + Q + 1)²], which is positive. L thus rises from 1/2 towards 1, while the right side falls from infinity to zero. They cross once, and there the slope of ln F changes from negative to positive: the crossing is the only minimum. Numerically,

u_opt = 1.590, τ_opt = 1.590/e, F_min = 6.115.

The best spacing is about 1.6 time constants. Half of it gives F = 9.24, which is 51% more error; twice it gives 11.40, or 86% more. F stays within 10% of its minimum for u from 1.16 to 2.12.

These figures hold t₁, σ and the number of transients fixed. A later start multiplies the error by exp(e t₁), so t₁ should be as small as the settling of the instrument allows. If instead the total measuring time is fixed, the number of transients falls as each one lengthens, and F must be multiplied by the square root of the cycle duration. This factor rises with τ and moves the optimum to a shorter spacing.

**Bias, and where the expansion fails**

The logarithm is curved, so noise also shifts the mean. Its second-order terms are −(δD₁)²/(2D₁²) + (δD₂)²/(2D₂²), and each squared difference error averages to 2σ². Hence

τ⟨δe⟩ = σ²(1/D₂² − 1/D₁²) = σ²(1 − x²)/[x²A′²(1 − x)²],

⟨δe⟩/e = (σ/A′)² (1 + x)/[u x²(1 − x)].

At this order, and so for small noise, the estimated rate is on average too high. For σ/A′ = 0.01 at the best spacing, the formulas give a spread of 6.11% and a bias of 0.23%. Three million simulated triples with Gaussian noise, evaluated with the full logarithm, gave 6.17% and 0.23%.

Averaging N transients before taking the logarithm divides σ² by N, and with it the bias. Averaging N separately computed rates reduces the spread but leaves the bias.

The expansion requires both differences to be large compared with their noise √2σ. At the best spacing x = 0.204, so |D₂| = x(1−x)A′ = 0.16A′. Already at σ = 0.05A′ the true spread is clearly larger than the formula gives. Once σ approaches a tenth of A′, the noise in D₂ is comparable with D₂ itself, and neither formula can be trusted.

**White noise and wide gates**

Ideal white noise has no finite variance at a single instant. Averaged over a gate of width w it has σ² = S/w, where S is its two-sided spectral density, and disjoint gates have independent errors. Wider gates lower the noise but also the signal, through g.

Let the gates fill the spacing, w = τ. Then g = (1−x)/u and σ = √(S/τ) = √(Se/u). Inserting both into (σ/gA′)F gives

σ_e/e = [√(Se)/A′] √[2(1+x+x²)] / [√u x(1−x)²].

Compared with F, the logarithm has gained ½ ln u − ln(1−x), whose derivative is 1/(2u) − 1/(Q−1). The condition for the minimum becomes

L(u) = 2/(Q − 1) + 1/(2u),

again with a rising left side and a falling right side. Its root is u = 1.532, and the factor multiplying √(Se)/A′ is then 9.67. The best spacing has hardly moved.

Filling the spacing is close to the best gate, but not quite the best. With v = ew, the error for any width up to τ is √(Se)/A′ times F(u)√v/[1 − exp(−v)]. The two variables separate. The v-factor is smallest where exp(v) = 1 + 2v, near v = 1.26, and equals 1.567 there. The product 6.115·1.567 = 9.58 is about 1% below 9.67.

**The algorithm**

The best spacing contains the unknown rate, so it is found in two passes.

1. Choose a trial spacing τ, average the samples over N transients, and form D₁ and D₂.
2. If D₁/D₂ is not above 1, average more or change τ. Otherwise compute e_est = ln(D₁/D₂)/τ.
3. Set τ = 1.590/e_est for narrow gates, or 1.532/e_est for gates that fill the spacing, and measure again.
4. Report the new estimate, with its error from the formula above. The amplitude follows from gA′ = |D₁|/(1−x).

The flat minimum makes this robust: a first estimate wrong by 20% still leaves u within the 10% range. A further measurement at a clearly different spacing tests the model. For a single exponential the estimate does not depend on τ beyond noise and bias; a larger change points to a different decay law or to a disturbance such as a drifting baseline.

**A silicon MOS capacitor**

Consider an n-type (100) silicon capacitor with a 10 nm thermal oxide and an area of 0.01 cm², at 250 K. It has 10¹⁵ cm⁻³ donors and 10¹³ cm⁻³ acceptor-like electron traps, 0.45 eV below the conduction band, with a capture cross section of 10⁻¹⁵ cm². A pulse into accumulation fills the traps; a gate voltage 5 V beyond flat band then depletes the silicon. The measurement is assumed to be too short for an inversion layer to form.

In equilibrium, capture and emission balance: s v n(1−f) = e f. Here s is the cross section, v the thermal speed, n the electron density and f the trap occupation. With n = N_C exp[−(E_C−E_F)/kT] and (1−f)/f = exp[(E_T−E_F)/kT], for a degeneracy factor of one,

e = s v N_C exp[−(E_C−E_T)/kT].

For v = 2.098·10⁷ cm/s and N_C = 2.087·10¹⁹ cm⁻³ the prefactor is 4.38·10¹¹ s⁻¹. With kT = 0.02154 eV the exponential is 8.48·10⁻¹⁰, so e = 371 s⁻¹ and the time constant is 2.69 ms.

The capacitance follows from the depletion width W. With charge density qN, oxide capacitance c per area, silicon permittivity ε and area a,

V = qNW²/(2ε) + qNW/c, a/C = 1/c + W/ε.

Squaring the second equation and using the first gives (a/C)² = 1/c² + 2V/(qεN). Filled acceptors lower N to N_D − N_T exp(−et). As they empty, N and C rise, so A is negative. To first order in N_T/N_D the change of C is proportional to exp(−et), as the method requires.

The amplitude would be 204 fF if all traps in the depletion layer emptied. Near its inner edge, however, the trap level lies below the Fermi level and stays filled, which leaves 125 fF if the depletion edge is taken as sharp. With t₁ = 0.50 ms and a gate of 0.10 ms, g = 0.982 and the first sample contains

gA′ = 125.08 fF · exp(−371.3·0.0005) · 0.9817 = 102 fF.

This treats the whole transient as a single exponential. For a sharp edge, the faster decay near the depletion edge, described below, lowers this signal to about 101 fF and raises the narrow-gate error given next by about 3% of its value. The tail of free electrons works the other way: it raises the amplitude to about 129 fF and the signal to about 104 fF, and the error then exceeds the value below by about 1%.

For 1 fF of noise per sample, one transient gives 6.115·1.00/102 = 6.0%. An average over 100 transients gives 0.60%, or 2.2 s⁻¹. The best spacing is 1.590/371.3 s = 4.28 ms. Gates that fill the spacing, for the same noise density, lower the error to 0.18% at 4.13 ms.

In one simulated run with narrow gates, a trial spacing of 1 ms gave 359.8 s⁻¹. The second pass, at 4.42 ms, gave 368.8 s⁻¹, which is 0.7% below the true value. Over 40 000 such runs the rms errors were 2.6% and 0.598%; the second agrees with the predicted 0.600%.

**What the single exponential leaves out**

The following shifts were computed from noise-free point samples at t₁ = 0.50 ms and τ = 4.28 ms, relative to e. The nonlinear relation between C and trapped charge shifts the estimate by +0.13% if all traps in the depletion layer empty, because C then varies nearly as √N. If the traps near the edge stay filled, the density at the edge is constant, (a/C)² is linear in the trapped charge, and the shift changes sign to about −0.2%.

Near the depletion edge, recapture raises the local relaxation rate to e(1+r), with r = exp[(E_F−E_T)/kT]. For a sum of decays of equal sign, D₁/D₂ is the average of exp(e_iτ) with the positive weights D₂,i/D₂. Admixing faster decays therefore raises the estimate. The admixture alone gives +2.0%; with nonlinearity included, the shift is +1.8%, three times the statistical error of the 100 narrow-gate transients. This value assumes a sharp depletion edge that stays fixed when recapture is computed. The tail of free electrons and, above all, the slight motion of the edge during the transient add about 0.7 percentage point: a self-consistent Poisson solution gives +2.4%, and +2.1% and −10.4% for the two totals with interface traps below.

Interface traps have levels spread across the gap. For a uniform density, the number emitted grows as kT ln t while the emitting level stays well inside the band of traps. Alone they would give

D₁/D₂ = ln(4.78/0.50)/ln(9.07/4.78) = 3.5,

against 1/x = 4.9 for the discrete trap. Mixing them in pulls the estimate down. With 10¹⁰ cm⁻²eV⁻¹ the total shift is +1.5%; with 10¹² cm⁻²eV⁻¹ it is −11%. Both values assume the same cross section for the interface traps.

Since v ∝ T^½ and N_C ∝ T^(3/2), the rate varies as T² exp[−(E_C−E_T)/kT]. An error of +0.1 K raises it by 0.92%.

The field also helps electrons to tunnel out. For a short-range trap that is neutral when empty, and whose capture coefficient is assumed not to change with the field, detailed balance makes emission proportional to the thermal density of free electrons at the trap. Let f now be the force and β = 1/kT. For a potential fz, write H = p²/2m + fz and R(b) = exp(bfz) exp(−bH). Since exp(bfz) p exp(−bfz) = p + iħfb,

dR/db = −exp(bfz) (p²/2m) exp(−bfz) R = −[(p + iħfb)²/(2m)] R.

The brackets for different b commute and R(0) = 1, so R(β) is the exponential of −∫(p + iħfs)²/(2m) ds, with s from 0 to β. In exp(−βH) = exp(−βfz) R(β), moving half of the factor exp(−βfz) to the right of R(β) replaces p by p − iħfβ/2 inside it, which centres the range of s on zero. Hence

exp[−β(p²/2m + fz)] = exp(−βfz/2) M exp(−βfz/2),
ln M = −∫ (p + iħfs)²/(2m) ds, s from −β/2 to β/2,
  = −βp²/(2m) + ħ²f²β³/(24m).

The term linear in s integrates to zero, and ∫s² ds = β³/12. At the trap, z = 0, the outer factors are one, and the density is raised by exp[ħ²f²/(24m(kT)³)]. At the peak silicon field of 0.039 MV/cm this is 2.6% for the four valleys with the light mass along the field and 0.5% for the two heavy ones, on average 1.9%. Traps deeper in the silicon see a smaller field; over the whole depletion layer the effect raises the estimate by about 0.5 percentage point, which the total shifts above do not include. An attractive charged trap would need its Coulomb barrier included.

Other effects are small here. With equal prefactors, hole emission is 2·10⁻⁵ of electron emission. The traps fill with a time constant of about 50 ns or less, and the donor density is 5·10⁻⁵ of N_C. The fields in depletion, 0.039 MV/cm in silicon and 0.12 MV/cm in the oxide, are far below rough breakdown values of 0.3 and 10 MV/cm.

Set beside real devices, the doping, oxide thickness and lower interface-trap density are roughly typical of a good annealed capacitor; the trap parameters and the noise are round values. The higher interface density stands for a poor or heavily stressed interface. The assumption such a device breaks is the single discrete level, and in this model that moves the rate by about −13 percentage points, over twenty times the 0.60% statistical error. Noise that is correlated between samples, such as 1/f noise, also lies outside the error formula and can move the best spacing. The numerical output below lists the values used, except for the relative permittivities, which are 11.7 for silicon and 3.9 for the oxide.

Computed results

```
best u = e*tau, narrow gates: 1.59041
smallest error factor F: 6.1146
x = exp(-u) at best u: 0.2038
F at half / double best u: 9.239 / 11.403
u range with F within 10% of minimum: 1.161 to 2.120
best u, gates filling the spacing: 1.53226
wide-gate error factor at its minimum: 9.6688
Monte Carlo noise/amplitude: 0.010
spread, Monte Carlo / formula: 6.172 / 6.115 %
bias, Monte Carlo / formula: 0.234 / 0.229 %
temperature: 250 K, trap depth: 0.45 eV
capture cross section: 1.0e-15 cm2
donors: 1.0e+15 cm-3, traps: 1.0e+13 cm-3
area: 0.010 cm2, oxide: 10 nm, depleting bias: 5.0 V
masses long / trans: 0.92 / 0.19 m0, gap: 1.13 eV
masses speed / density of states: 0.2583 / 1.0614 m0
rms thermal speed: 2.098e+07 cm/s
conduction band density: 2.087e+19 cm-3
true emission rate: 371.32 s-1, time constant: 2.693 ms
depletion width: 2.513 um
final capacitance: 40.658 pF
transient amplitude: 125.08 fF (no edge zone: 204.17 fF)
first sample start: 0.50 ms, gate: 0.10 ms
gate attenuation g: 0.9817
amplitude in first sample: 101.98 fF
noise per sample, one transient: 1.00 fF
best spacing, narrow gates: 4.283 ms
rate error, one transient: 6.00 %
rate error, 100 transients: 0.600 % = 2.23 s-1
best spacing, wide gates: 4.127 ms
rate error, wide gates, 100 transients: 0.1793 %
two-pass run, guessed spacing: 1.00 ms
first estimate: 359.83 s-1, new spacing: 4.420 ms
second estimate: 368.76 s-1
rms error of first / second pass: 2.585 / 0.598 %
rate shift, capacitance nonlinearity: +0.126 %
rate shift, edge zone included too: +1.767 %
same plus interface traps 1e10 cm-2 eV-1: +1.473 %
same plus interface traps 1e12 cm-2 eV-1: -11.114 %
rate shift for +0.1 K: +0.919 %
peak field silicon / oxide: 0.0389 / 0.1166 MV/cm
tunnelling boost at peak field, light valleys: 2.557 %
tunnelling boost at peak field, heavy valleys: 0.523 %
tunnelling boost at peak field, valley mean: 1.879 %
hole / electron emission, equal prefactors: 2.31e-05
trap filling time in accumulation, upper limit: 47.7 ns
donor density / band density: 4.79e-05
```
